# Two-dimensional band with an exponential tail: carrier density and subthreshold slope

## 1. What dimensions fix

Measure all energies from the edge of one two-dimensional subband. Let the density of states per unit area, spin and valleys included, be

\[
D(E)=\begin{cases}D_0, & E>0\\ D_0\,e^{E/W}, & E<0\end{cases}
\]

with tail width \(W>0\). The function is continuous at the edge. In equilibrium, independent electrons have density

\[
n=\int_{-\infty}^{\infty}D(E)f(E)\,dE,\qquad f(E)=\frac{1}{1+e^{(E-E_F)/kT}} .
\]

Here \(D_0\) is a number per area and energy, and the only energies are \(kT\), \(W\) and \(E_F\). Therefore

\[
n=D_0kT\,\Phi(\eta,a),\qquad \eta=\frac{E_F}{kT},\quad a=\frac{kT}{W}.
\]

The ratio \(a\) compares the thermal width with the tail width, and \(\eta\) places the Fermi level. It remains to find \(\Phi\). The width \(W\) is taken as independent of temperature.

## 2. Two simple cases

**No tail.** For \(W\to0\) only \(E>0\) contributes. Multiplying numerator and denominator of \(f\) by \(e^{-(E-E_F)/kT}\) makes the integrand a derivative:

\[
n_b=D_0\int_0^\infty\frac{e^{-(E-E_F)/kT}}{1+e^{-(E-E_F)/kT}}dE
=D_0\Big[-kT\ln\big(1+e^{-(E-E_F)/kT}\big)\Big]_0^\infty
=D_0kT\ln(1+e^{\eta}).
\]

Far below the edge \(n_b\to D_0kT\,e^{E_F/kT}\), the Boltzmann law.

**No temperature.** For \(T\to0\) all states below \(E_F\) are full. If \(E_F<0\),

\[
n=D_0\int_{-\infty}^{E_F}e^{E/W}dE=D_0W\,e^{E_F/W},
\]

and if \(E_F>0\), \(n=D_0(W+E_F)\). Below the edge the density is again exponential, but \(W\) has taken the place of \(kT\). The general result must join these cases.

## 3. The tail at any temperature

Put \(t=e^{E/kT}\) in the tail integral. Then \(dE=kT\,dt/t\), \(e^{E/W}=t^a\), and \(E\in(-\infty,0)\) becomes \(t\in(0,1)\). With \(z=e^{-\eta}\),

\[
n_t=D_0kT\int_0^1\frac{t^{a-1}}{1+zt}\,dt .
\]

For \(z<1\), expand the denominator and integrate term by term:

\[
\int_0^1\frac{t^{a-1}}{1+zt}dt=\sum_{k=0}^\infty\frac{(-z)^k}{a+k}.
\]

The Gauss series is \({}_2F_1(\alpha,\beta;\gamma;x)=\sum_k\frac{(\alpha)_k(\beta)_k}{(\gamma)_k}\frac{x^k}{k!}\), where \((q)_k=q(q+1)\cdots(q+k-1)\). For \(\alpha=1\), \(\beta=a\), \(\gamma=1+a\) we have \((1)_k=k!\) and \((a)_k/(1+a)_k=a/(a+k)\). The integral is thus \(F/a\), with

\[
F={}_2F_1(1,a;1+a;-e^{-\eta}).
\]

The integral is analytic in \(z\) away from \(z\le-1\), so it continues the series to every \(z>0\), that is, to every Fermi level. Since \(kT/a=W\),

\[
\boxed{\,n=D_0kT\ln(1+e^\eta)+D_0W\,{}_2F_1(1,a;1+a;-e^{-\eta})\,}
\]

The tail is one Gauss function. The band logarithm is another, because \(\ln(1+x)=x\sum_k(-x)^k/(k+1)=x\,{}_2F_1(1,1;2;-x)\) with \(x=e^\eta\). The total is a sum of two.

**Limits.** The integral gives \(0<F<1\), so the tail term vanishes as \(W\to0\). For \(\eta\to\infty\), \(F\to1\) and \(n\to D_0(E_F+W)\), as in Section 2.

**Test.** Direct integration over energy, for six values of \(a\) from 0.1 to 5.3 (including 1 and 2) and \(\eta\) from \(-12\) to 15, agrees with the formula to a relative error of \(4\times10^{-16}\).

## 4. The slope without asymptotics

Define the slope energy

\[
E_s=\frac{n}{dn/dE_F}=\left(\frac{d\ln n}{dE_F}\right)^{-1}.
\]

It equals \(kT\) for a Boltzmann exponential and \(W\) for the cold tail. Since \(f\) depends on \(E-E_F\), \(\partial f/\partial E_F=-\partial f/\partial E\). Integrating by parts,

\[
\frac{dn}{dE_F}=-\int D\,\frac{\partial f}{\partial E}\,dE=-[Df]_{-\infty}^{\infty}+\int D'f\,dE .
\]

The boundary term vanishes because \(D\to0\) below and \(f\to0\) above. Continuity at \(E=0\) means that \(D'\) contains no delta function. In the tail \(D'=D/W\), and in the band \(D'=0\). Hence

\[
\frac{dn}{dE_F}=\frac{n_t}{W}=D_0F,\qquad E_s=W\left(1+\frac{n_b}{n_t}\right)>W .
\]

A second bound follows from \(-\partial f/\partial E=f(1-f)/kT<f/kT\), which gives \(dn/dE_F<n/kT\), so \(E_s>kT\). Therefore, at every Fermi level and every \(T>0\),

\[
E_s>\max(kT,W).
\]

In this model the slope can be no steeper than either mechanism alone would allow. Whether the bound is approached requires the expansion far below the edge.

## 5. Expansion below the edge

Now \(\eta<0\) and \(z>1\), so the series in \(z\) fails. Take first \(0<a<1\) and split \(\int_0^1=\int_0^\infty-\int_1^\infty\).

In the first part put \(zt=e^x\):

\[
\int_0^\infty\frac{t^{a-1}}{1+zt}dt=z^{-a}I,\qquad I=\int_{-\infty}^\infty\frac{e^{ax}}{1+e^x}dx .
\]

Close a rectangle between the real axis and the line \(x+2\pi i\). The upper side contributes \(-e^{2\pi ia}I\), and the vertical sides vanish at infinity for \(0<a<1\). The enclosed pole at \(i\pi\) has residue \(e^{i\pi a}/e^{i\pi}=-e^{i\pi a}\). Thus

\[
I(1-e^{2\pi ia})=-2\pi i\,e^{i\pi a}\quad\Rightarrow\quad I=\frac{2\pi i}{e^{i\pi a}-e^{-i\pi a}}=\frac{\pi}{\sin\pi a}.
\]

In the second part \(zt>1\), so expand in \(1/(zt)\):

\[
\int_1^\infty\frac{t^{a-1}}{1+zt}dt=\sum_{m=1}^\infty(-1)^{m-1}z^{-m}\int_1^\infty t^{a-1-m}dt
=\sum_{m=1}^\infty\frac{(-1)^{m-1}z^{-m}}{m-a}.
\]

Subtract this, use \(z^{-1}=e^\eta\), and add the band series \(\ln(1+e^\eta)=\sum_m(-1)^{m-1}e^{m\eta}/m\). Because \(\frac1m+\frac1{a-m}=\frac{a}{m(a-m)}\),

\[
\frac{n}{D_0kT}=\frac{\pi e^{a\eta}}{\sin\pi a}+\sum_{m=1}^{\infty}(-1)^{m-1}\frac{a\,e^{m\eta}}{m(a-m)} .
\]

Both sides are analytic in \(a\) for \(\mathrm{Re}\,a>0\) apart from the integers, so the result also holds for non-integer \(a>1\). Direct integration at \(a=0.37\), 1.7 and 3.4, with \(\eta=-0.8\), \(-2\) and \(-5\), agrees to a relative error of \(7\times10^{-16}\).

## 6. The two sides of \(kT=W\)

The term \(e^{a\eta}\) is \(e^{E_F/W}\), and the \(m=1\) term is proportional to \(e^{E_F/kT}\). Far below the edge the slower exponential wins.

**Cold side, \(kT<W\):**

\[
n\to D_0kT\frac{\pi}{\sin(\pi kT/W)}e^{E_F/W},\qquad E_s\to W .
\]

For \(T\to0\) the prefactor becomes \(D_0W\), the result of Section 2.

**Warm side, \(kT>W\):**

\[
n\to D_0kT\,\frac{kT}{kT-W}\,e^{E_F/kT},\qquad E_s\to kT .
\]

The slope is Boltzmann's, but the tail raises the prefactor. For \(W\to0\) the extra factor becomes 1.

The integrand shows where the carriers sit. Between \(E_F\) and the edge, several \(kT\) above \(E_F\), it varies as \(e^{E(1/W-1/kT)}\). For \(kT<W\) it falls towards the edge, so far enough below the edge the tail carriers follow \(E_F\) down, with a distribution that decays above it over about \(kTW/(W-kT)\). For \(kT>W\) it grows towards the edge, and they stay within about \(kTW/(kT-W)\) of it.

The limiting densities, prefactors included, hold when both \(|E_F|\,|1/kT-1/W|\gg1\) and \(|\eta|\gg1\). Close to \(kT=W\) the first condition demands a very low density. The slope is less demanding: for \(a=0.95\) and \(\eta=-12\) the first product is only 0.6 and the cold density formula is about twice too large, yet \(E_s\) exceeds \(W\) by only 6%.

**At equality.** For \(a=1\) the tail integral is elementary, \(\int_0^1dt/(1+zt)=z^{-1}\ln(1+z)\), and

\[
n=D_0kT\left[\ln(1+e^\eta)+e^\eta\ln(1+e^{-\eta})\right].
\]

For \(\eta\to-\infty\) the first term tends to \(e^\eta\) and the second to \(|\eta|e^\eta\), so \(n\to D_0kT\,e^\eta(1+|\eta|)\). From \(E_s=W(1+n_b/n_t)\),

\[
E_s\to kT\left(1+\frac1{|\eta|}\right).
\]

The limit is approached only as an inverse power of \(|\eta|\), hence logarithmically in density. The corner of \(\max(kT,W)\) is rounded at any finite density.

**Larger integers.** Let \(a=M+\delta\) with integer \(M\ge2\). The first term of the expansion is \((-1)^Me^{M\eta}(1/\delta+\eta)\) and the \(m=M\) term is \(-(-1)^Me^{M\eta}(1/\delta+1/M)\), up to terms vanishing with \(\delta\). Their poles cancel, leaving \((-1)^Me^{M\eta}(\eta-1/M)\). This is smaller than the Boltzmann term far below the edge, so nothing singular happens at these temperatures.

## 7. From density to gate swing

Place the mobile charge in a sheet at the front interface, with oxide capacitance \(C_{ox}\) towards the gate and \(C_b\) towards a grounded back plane. If a change \(d\psi\) of surface potential moves the subband rigidly, then \(dE_F=e\,d\psi\), with \(E_F\) measured from the edge. Gauss's law, up to constants, reads

\[
C_{ox}(V_G-\psi)=C_b\psi+en .
\]

Differentiating,

\[
dV_G=m\,d\psi+\frac{e\,dn}{C_{ox}},\qquad m=1+\frac{C_b}{C_{ox}} .
\]

The gate voltage per decade of density is \(S=\ln10\;n\,dV_G/dn\). Since \(n\,d\psi/dn=E_s/e\),

\[
S=\ln10\left[\frac{mE_s}{e}+\frac{en}{C_{ox}}\right].
\]

A numerical solution of the charge balance at 77 K, for gate voltages of 5 and 90 mV and \(E_F=-40\) meV at \(\psi=0\), reproduces this swing within a relative \(10^{-5}\).

Current needs two further assumptions. At low density the mobile charge hardly shifts \(\psi\), so take the band edge as flat along the channel; a gradient of \(E_F\), measured from the edge, is then the gradient of the electrochemical potential that drives the current. If, in addition, all carriers, tail carriers included, share a constant mobility \(\mu\), a channel of width \(w\) carries \(I=w\mu\,n\,dE_F/dx\) in magnitude. Current is conserved along \(x\), so integration over the length \(L\) gives

\[
I=\frac{w\mu}{L}\int_{\rm drain}^{\rm source}n\,dE_F .
\]

With the drain level far below the source level, the integral tends to \(J=\int_{-\infty}^{E_F}n\,dE_F'\), whose slope energy is \(J/n\). Where \(n\propto e^{E_F/E_s}\), \(J=E_sn\), and current and density have the same slope.

## 8. A thin-film silicon transistor

Take rough typical values: a 7 nm film, 1.2 nm equivalent oxide, 25 nm buried oxide, a 28 nm gate and \(W=4\) meV. The crossover temperature is \(W/k=46\) K. With two spins, two valleys and transverse mass \(0.19\,m_0\), \(D_0=4m_t/(2\pi\hbar^2)=1.59\times10^{14}\) cm⁻² eV⁻¹. The capacitances per area give

\[
m=1+\frac{1.2/3.9}{7/11.7+25/3.9}=1.044 .
\]

Hold the density at \(n=10^8\) cm⁻². At 4.2 K, \(a=0.0905\) and \(\pi a/\sin\pi a=1.014\), so the cold limit gives

\[
E_F=4.0\,\ln\frac{10^8}{1.014\times6.35\times10^{11}}=-35.1\ \text{meV}.
\]

The slope energy is 4.00 meV and the gate-loading term is 0.0056 mV, so

\[
S=2.303\,(1.044\times4.00+0.0056)=9.6\ \text{mV/decade}.
\]

| \(T\) (K) | \(E_F\) (meV) | \(E_s\) (meV) | \(S\) (mV/dec) | \(m(kT/e)\ln10\) (mV/dec) |
|---|---|---|---|---|
| 4.2 | −35.1 | 4.00 | 9.6 | 0.87 |
| 20 | −36.3 | 4.00 | 9.6 | 4.1 |
| 46.4 | −45.1 | 4.36 | 10.5 | 9.6 |
| 77 | −67.6 | 6.64 | 16.0 | 15.9 |
| 300 | −279 | 25.9 | 62 | 62 |

Away from the crossover, the swing is flat on the cold side and thermal on the warm side. At crossover \(E_s/kT=1.089\), equal to \(1+1/|\eta|\) with \(|\eta|=11.26\). Lowering the density to \(10^6\) cm⁻² reduces the excess from 9% only to 6%. At crossover and \(10^8\) cm⁻² the current slope energy is 4.33 meV, close to the density value of 4.36 meV. At 300 K the tail leaves the slope thermal but multiplies the density at fixed \(E_F\) by \(kT/(kT-W)=1.18\).

## 9. The real device and where the model fails

Silicon transistors near 4 K show swings of roughly 10 mV/decade, well above the Boltzmann value. The chosen \(W\) puts the model in that range. This does not establish that a mobile exponential tail is the cause: at 4.2 K the occupied tail states lie mostly below \(E_F=-35\) meV, so the formula needs the tail to remain exponential down to about 50 meV below the edge, some twelve widths. A tail that ended at \(E_F\) would hold only 7% of the density.

**Mobility of the tail** is a decisive assumption. At 4.2 K and \(n=10^8\) cm⁻², the fraction of carriers above the edge is about \(5\times10^{-40}\). If only those conduct, there is no useful current at this density. Their swing follows from \(dV_G/dE_F=(m+e^2D_0F/C_{ox})/e\) and \(n_b\propto e^{E_F/kT}\):

\[
S_b=\ln10\,\frac{kT}{e}\left(m+\frac{e^2D_0F}{C_{ox}}\right).
\]

Deep in the tail \(F\) is small and \(S_b\approx0.87\) mV/decade. The loading term contributes only 0.001 mV/decade, about eleven times less than the 0.013 mV/decade of the mobile-density formula. Nearer the edge the immobile charge matters. For a band density of \(10^8\) cm⁻², \(\eta=\ln(10^8/5.75\times10^{10})=-6.35\), \(E_F=-2.3\) meV and \(F\approx0.57\). With \(e^2D_0/C_{ox}=8.84\), \(S_b\approx0.833(1.044+5.04)=5.1\) mV/decade. This is the swing of the band density at the source. The immobile charge also shifts the band edge along the channel, because its amount follows the local Fermi level. With the charge balance applied at each point and a constant band mobility, the swing of the thermal current is slightly smaller, 4.7 mV/decade. An immobile tail can therefore still degrade the swing strongly, but since \(0<F<1\), \(S_b\) stays between \(m\) and \(m+e^2D_0/C_{ox}\) times \((kT/e)\ln10\). For thermal current over the barrier it therefore falls towards zero with \(T\), as long as the band electrons are non-degenerate, and the plateau produced by a mobile tail is lost. In a short device, source-drain tunnelling, estimated below, limits this fall.

**Interface traps** of constant density \(D_{it}\) add \(e^2D_{it}/C_{ox}\) to \(m\). For \(10^{12}\) cm⁻² eV⁻¹ the 4.2 K swing rises by 0.5 mV/decade, and for \(10^{13}\) by 5.1. A width inferred from the swing alone would absorb this contribution.

**Repulsion in localized states** may forbid double occupancy. An orbital then holds \(2y/(1+2y)\) electrons, with \(y=e^{(E_F-E)/kT}\), instead of \(2y/(1+y)\). This is half the independent-electron value with \(E_F\) raised by \(kT\ln2\). In the cold limit the density is multiplied by \(\tfrac12e^{kT\ln2/W}=2^{a-1}\), or 0.53 at 4.2 K, and the slope is unchanged. This treats the two valleys as separate orbitals. If they are degenerate on one site and a single electron blocks all four spin and valley states, the factor is \(4^{a-1}\), or 0.28.

**Higher subbands**, estimated for an infinite well with the same tail on each level, begin 25 meV above the lowest. At fixed \(E_F\) they multiply the density by 1.06 at 77 K and 2.7 at 300 K, so the single-subband \(E_F\) at room temperature is not quantitative. These factors depend on the well model. With a finite oxide barrier of 3.1 eV and an oxide mass of 0.4 to 0.5 \(m_0\), the other valleys drop from 32 to about 25 meV above the lowest level, and the factors become about 1.13 to 1.14 and 3.2. In either model the slope energy at these two temperatures changes by less than 0.02%.

**Tunnelling from source to drain** is estimated by the factor \(e^{-2\kappa L}\) of a square barrier of height \(|E_F|\), with \(\kappa=\sqrt{2m_t|E_F|}/\hbar\). The omitted prefactor depends on the kinetic energy in the source. For kinetic energies of about 1 to 100 meV it changes the transmission by a factor of a few in the cases below; it vanishes as the kinetic energy goes to zero. At 4.2 K the exponential factor for 28 nm is \(7\times10^{-11}\), against a tail factor \(e^{E_F/W}=1.6\times10^{-4}\). At this barrier height the two are equal near 10 nm, so the neglect cannot be carried over to such short gates. If the tail is immobile, the comparison is instead with the thermal factor \(e^{E_F/kT}\). At 4.2 K and \(E_F=-2.3\) meV this factor is \(1.7\times10^{-3}\), while the tunnelling factor for 28 nm is \(2.5\times10^{-3}\), so the exponential factors are comparable. The currents need not be: tunnelling draws on a wider range of energies, including filled source states below \(E_F\), and exceeds the thermal current already here. Integrating the square-barrier transmission over energy gives roughly a hundred times more current below the barrier top than above it. Part of this ratio arises because an abrupt step reflects most electrons just above it, so the number depends on the barrier shape. Deeper below the edge it dominates by far. The band-only swings above therefore describe only the thermal part, not the total current of a 28 nm device at 4.2 K.

Finally, \(10^8\) cm⁻² under a gate 1 µm wide and 28 nm long is 0.028 electron on average. The density is a statistical mean, and a single device may show individual localized states that a smooth \(D(E)\) cannot describe. The capacitor model places the charge at the front interface, whereas the ground state of the infinite well used for the subbands is centred in the film. With that charge profile \(m\) becomes 1.09, the 4.2 K swing at \(10^8\) cm⁻² rises from 9.6 to 10.1 mV/decade, and the band-only example at \(E_F=-2.3\) meV rises from 5.1 to 8.3 mV/decade, because the charge is more weakly coupled to the gate. The one-dimensional model also omits the drain's influence on the barrier, which has not been sized here.

## Table of computed values

```
tail width W = 4.0 meV; crossover temperature W/k = 46.42 K
masses: transverse 0.19, longitudinal 0.92 (free-electron masses)
film 7.0 nm, oxide 1.2 nm, buried oxide 25.0 nm, gate 28.0 nm
relative permittivities: silicon 11.7, oxide 3.9
band density of states D0 = 1.5874e+14 cm^-2 eV^-1
tail states in total D0*W = 6.3495e+11 cm^-2
oxide capacitance = 2.8776 uF/cm2; body factor m = 1.0439
chosen density = 1.0e+08 cm^-2
gate loading e*n/Cox = 0.00557 mV
T=4.2 K: kT=0.3619 meV, kT/W=0.0905, EF=-35.079 meV, Es=4.0000 meV
  density swing=9.628, Boltzmann m*kT*ln10/e=0.870 mV/dec; current slope energy=4.0000 meV
T=20 K: kT=1.7235 meV, kT/W=0.4309, EF=-36.331 meV, Es=4.0000 meV
  density swing=9.628, Boltzmann m*kT*ln10/e=4.143 mV/dec; current slope energy=4.0000 meV
T=W/k K: kT=4.0000 meV, kT/W=1.0000, EF=-45.051 meV, Es=4.3552 meV
  density swing=10.481, Boltzmann m*kT*ln10/e=9.615 mV/dec; current slope energy=4.3262 meV
T=77 K: kT=6.6353 meV, kT/W=1.6588, EF=-67.574 meV, Es=6.6427 meV
  density swing=15.980, Boltzmann m*kT*ln10/e=15.949 mV/dec; current slope energy=6.6398 meV
T=300 K: kT=25.8520 meV, kT/W=6.4630, EF=-278.951 meV, Es=25.8523 meV
  density swing=62.153, Boltzmann m*kT*ln10/e=62.140 mV/dec; current slope energy=25.8522 meV
crossover, n=1e+06 cm^-2: |eta|=16.207, Es/kT=1.0617, 1+1/|eta|=1.0617
crossover, n=1e+08 cm^-2: |eta|=11.263, Es/kT=1.0888, 1+1/|eta|=1.0888
crossover, n=1e+10 cm^-2: |eta|=6.113, Es/kT=1.1633, 1+1/|eta|=1.1636
300 K tail prefactor kT/(kT-W) = 1.1830
next subbands above the lowest: 25.02 meV (same valleys), 32.05 meV (other valleys)
all subbands, 4.2 K, same EF: density x 1.0034, Es = 4.0000 meV
all subbands, 77 K, same EF: density x 1.0583, Es = 6.6423 meV
all subbands, 300 K, same EF: density x 2.7496, Es = 25.8522 meV
4.2 K: fraction of carriers above the edge = 4.64e-40
4.2 K: swing of band carriers alone = 0.883 mV/dec
4.2 K: single occupancy multiplies density by 0.5324
traps 1e+12 cm^-2 eV^-1: body factor +0.0557, 4.2 K swing +0.513 mV/dec
traps 1e+13 cm^-2 eV^-1: body factor +0.5568, 4.2 K swing +5.128 mV/dec
4.2 K: tunnelling exp(-2*kappa*L) = 6.73e-11, tail factor exp(EF/W) = 1.55e-04
gate length where these two are equal = 10.48 nm
mean electrons under a 1 um wide gate = 0.0280
largest relative errors: density 4.4e-16, slope 4.4e-16, series 6.7e-16
```
